# Avrami coverage fails for rotated triangles, though not for parallel ones

A substrate in a vapour-deposition furnace is dotted with small triangular crystals, each one layer thick. They grow sideways, meet, stop where they touch, and in the end close into a film. On one substrate all the triangles point the same way; on another they point in random directions. Suppose that the two have the same density of nuclei and the same edge speed. Do they cover the surface at the same rate?

One answer starts from the Avrami law. If \(x\) is the extended coverage, the summed area of all domains per unit surface as if none had met another, the covered fraction is

\[
X=1-e^{-x}.
\]

The belief examined here is that this law is exact for every compact domain shape, since shape enters through the area alone. Both substrates would then follow one curve.

## Why the belief tempts

Let the nuclei be a uniform Poisson pattern of density \(N\) on a large plane, all born at \(t=0\). Each edge of an unhindered triangle advances along its normal at speed \(v\), so the distance from nucleus to edge is \(r=vt\). The corners lie at distance \(2r\), a side has length \(2\sqrt3\,r\), and the area is

\[
\frac{\sqrt3}{4}(2\sqrt3\,r)^2=3\sqrt3\,r^2,\qquad\text{so}\qquad x=3\sqrt3\,Nr^2 .
\]

Call these unhindered, overlapping shapes free triangles. A point is covered by one of given orientation if a nucleus of that orientation lies in a certain region around the point, the inverted triangle. Its area is \(3\sqrt3\,r^2\) whatever the orientation. The number of free triangles over the point is therefore a Poisson variable of mean \(x\), and the chance of none is \(e^{-x}\).

This is correct. For randomly oriented free triangles at \(x=1.5\), a sample of 40,000 nucleus patterns gave a coverage of 0.779, against 0.777 from the law; the sampling error is 0.002.

The count, however, concerns free triangles. A real domain stops at its neighbours, and the law describes the film only if the real domains together cover all the ground that the free triangles cover. That is a second claim, and area does not settle it.

## The growth rule, and an inequality

What happens after contact has to be specified. I take this rule: a domain holds the part of its free triangle that it can reach through surface not held by others. Edges stay straight and keep the speed \(v\), also next to the notch where two domains meet. Domains do not push, rotate or overgrow one another.

Each real domain then lies inside its free triangle, so

\[
X_{\rm real}\le 1-e^{-x}.
\]

This holds for any rule that keeps a domain inside its free triangle. It can fail if a blocked domain passes its unused supply of atoms to its remaining edges and these speed up. It can also fail if the notch between two joined domains acts as a source of atomic kinks and fills faster than \(v\), as can happen where aligned crystals merge without a boundary; coverage may then exceed the Avrami value. Neither effect is in the model.

## Parallel triangles: the law holds

Let \(\mathbf n_1,\mathbf n_2,\mathbf n_3\) be the edge normals, and define the time a free triangle needs to reach displacement \(\mathbf z\):

\[
g(\mathbf z)=\frac1v\max_k\,\mathbf n_k\cdot\mathbf z .
\]

The maximum of a sum is at most the sum of the maxima, so \(g(\mathbf a+\mathbf b)\le g(\mathbf a)+g(\mathbf b)\). Along a straight line from the nucleus, \(g\) grows in proportion to distance.

Allow nucleus \(i\), at \(\mathbf y_i\), its own birth time \(t_i\). Its free arrival time at \(\mathbf y\) is \(\tau_i(\mathbf y)=t_i+g(\mathbf y-\mathbf y_i)\). Let \(i\) be the nucleus with the earliest free arrival at \(\mathbf y\), ties having zero probability. Could another domain \(j\) intercept it at a point \(\mathbf z\) on the straight path from \(\mathbf y_i\) to \(\mathbf y\)? That would require \(\tau_j(\mathbf z)\le\tau_i(\mathbf z)\), and then

\[
\tau_j(\mathbf y)\le\tau_j(\mathbf z)+g(\mathbf y-\mathbf z)
\le\tau_i(\mathbf z)+g(\mathbf y-\mathbf z)=\tau_i(\mathbf y).
\]

The last equality holds because \(\mathbf z\) lies on the straight path. The result contradicts the choice of \(i\). The path is therefore open, domain \(i\) reaches \(\mathbf y\) at its free arrival time, and the real film covers what the free triangles cover.

Taking \(\mathbf z=\mathbf y_i\) shows that nucleus \(i\) was not buried before its birth. The equality thus survives nucleation spread over time, with \(x\) summed over all birth times and buried nuclei included in the count. The proof uses a convex growth shape common to all domains. Compactness of each domain is not enough.

## Rotated triangles: where the proof breaks

With different orientations there are two functions, \(g_i\) and \(g_j\). Having intercepted \(i\) at \(\mathbf z\), domain \(j\) may be slower over the remaining distance, because a corner advances at \(2v\) and the middle of an edge at \(v\).

Take two opposite triangles born together. Domain A sits at the origin with an edge facing right and a corner pointing left. Domain B sits a distance \(p\) to its left, with a corner pointing right. The two corners meet halfway, and B's advance along this line is stopped there. At a distance \(s\) to the right of A, the free arrival times are

\[
\tau_A=\frac{s}{v},\qquad \tau_B=\frac{s+p}{2v}.
\]

For \(s>p\) the free triangle of B is earlier. The Avrami count credits B with ground that it cannot reach, since A stands in between, and that ground stays bare until A or a third domain arrives. Configurations close to this one in angle and position, with no third nucleus near, behave alike and have a positive probability, so the inequality is strict for random orientations.

## The size of the loss for one pair

Let A be at the origin and let \(\mathbf n\) be one of its edge normals, with \(\mathbf m\) the unit vector along that edge. Let a corner of B point along

\[
\mathbf u=\cos\alpha\,\mathbf n+\sin\alpha\,\mathbf m,\qquad |\alpha|\le60^\circ .
\]

Every corner of B has such a nearest edge normal of A. Place B's nucleus at \(-p\,\mathbf n+q\,\mathbf m\). The corner is at \(-p\,\mathbf n+q\,\mathbf m+2r\mathbf u\), and its height beyond A's edge line is

\[
h=-p+2r\cos\alpha-r=\kappa r-p,\qquad \kappa=2\cos\alpha-1 .
\]

For \(p>0\) the corner starts behind the line and crosses it when \(r=r_1=p/\kappa\). A's edge then extends \(\sqrt3\,r_1\) to either side of its midpoint, so the corner emerges through the edge if

\[
|q+2r_1\sin\alpha|<\sqrt3\,r_1 ,
\]

which is a range of \(q\) of length \(2\sqrt3\,p/\kappa\). At a distance \(\epsilon\) back along the corner's track, B's free arrival is earlier by \(\epsilon/2v\) and A's by \(\epsilon\cos\alpha/v\). The second is larger because \(2\cos\alpha>1\). A was there first, and the corner is cut off.

Outside that range of \(q\) the corner is not cut off. Relative to A's other two edges \(|\alpha|\ge60^\circ\), so \(\kappa\le0\) and the height does not increase: a corner cannot leave A through them. If it is outside A at \(r_1\), it was outside all along and arrived first everywhere on its track. The same holds for \(p\le0\), when it starts ahead of the nearest edge.

Does a cut-off piece stay cut off? It meets the rest of B's free triangle along a base on A's edge line. An end of this base is the crossing of two edge lines whose normals differ by an angle \(\theta\). Writing the crossing as \(r\mathbf n+s\,\mathbf m\) and requiring it to lie on B's edge gives \(r\cos\theta+s\sin\theta=r+\text{const}\), so

\[
\frac{ds}{dr}=\frac{1-\cos\theta}{\sin\theta}=\tan\frac\theta2 .
\]

B's edges at this corner have normals \(60^\circ\) to either side of \(\mathbf u\), so \(\theta=60^\circ\pm\alpha\le120^\circ\) and \(ds/dr\le\sqrt3\). A's corners move along the edge line at the rate \(\sqrt3\). The base does not outrun them, and A keeps the piece separated.

The piece is a triangle with a \(60^\circ\) apex. B's other corners have heights of at most \(2r\cos60^\circ-p-r=-p\), so they stay behind the line. The sides of the piece make angles \(30^\circ\pm\alpha\) with \(\mathbf n\), and its area is

\[
a=\frac{h^2}{2}\left[\tan(30^\circ+\alpha)+\tan(30^\circ-\alpha)\right]
=\frac{h^2}{2}\,\frac{\sin60^\circ}{\cos(30^\circ+\alpha)\cos(30^\circ-\alpha)} .
\]

The product of cosines is \(\tfrac12(\tfrac12+\cos2\alpha)=\tfrac14(4\cos^2\alpha-1)=\tfrac14\kappa(2\cos\alpha+1)\). Hence

\[
a=\frac{\sqrt3\,(\kappa r-p)^2}{\kappa(2\cos\alpha+1)} .
\]

Now integrate over the position of B's nucleus, using \(\int_0^b p(b-p)^2dp=b^4/12\) with \(b=\kappa r\):

\[
\int_0^{\kappa r}\frac{2\sqrt3\,p}{\kappa}\,a\,dp
=\frac{6}{\kappa^2(2\cos\alpha+1)}\,\frac{(\kappa r)^4}{12}
=\frac{\kappa^2r^4}{2(2\cos\alpha+1)} .
\]

B has three corners. So has A, and they stand at the same \(|\alpha|\) to B's edge normals. The six contributions add up to

\[
r^4F(\alpha),\qquad F(\alpha)=\frac{3(2\cos\alpha-1)^2}{2\cos\alpha+1}.
\]

For parallel triangles a corner of one lies \(60^\circ\) from the nearest edge normals of the other, and \(F(60^\circ)=0\), as the general proof demands. For opposite triangles \(F(0)=1\).

The derivation assumes that a pair loses nothing besides these corners. A growth calculation on a triangular lattice of spacing \(r/12\), which applies the growth rule directly and sums the bare area over separations, tests this. It gave 0.998, 0.567 and 0.011 at \(0^\circ\), \(30^\circ\) and \(60^\circ\), where the formula gives 1, 0.588 and 0. The required agreement was 0.08, set by the coarse lattice and the mesh of separations.

## From pairs to a film

There are \(N^2/2\) pairs per unit area and per unit area of separation. With \(x^2=27N^2r^4\), the leading loss of coverage at small \(x\) is

\[
\delta=\frac{N^2r^4}{2}\langle F\rangle=\frac{\langle F\rangle}{54}\,x^2 .
\]

For random orientations \(\alpha\) is uniform between \(-60^\circ\) and \(60^\circ\). Set \(y=2\cos\alpha+1\); then \((y-2)^2/y=y-4+4/y\), and

\[
\langle F\rangle=\frac9\pi\int_0^{\pi/3}\left(2\cos\alpha-3+\frac{4}{1+2\cos\alpha}\right)d\alpha .
\]

The first two terms give \(\sqrt3-\pi\). In the third, \(w=\tan(\alpha/2)\) leads to

\[
\int_0^{1/\sqrt3}\frac{2\,dw}{3-w^2}
=\frac1{\sqrt3}\ln\frac{\sqrt3+w}{\sqrt3-w}\bigg|_{w=1/\sqrt3}=\frac{\ln2}{\sqrt3}.
\]

Therefore

\[
\langle F\rangle=\frac9\pi\left(\sqrt3-\pi+\frac{4\ln2}{\sqrt3}\right)=0.548,
\qquad \delta\simeq0.0101\,x^2 .
\]

A second case is a substrate that permits two opposite orientations, in shares \(f\) and \(1-f\). A pair is opposite with probability \(2f(1-f)\), and parallel pairs lose nothing, so

\[
\delta\simeq\frac{f(1-f)}{27}\,x^2 .
\]

Equal shares give \(x^2/108=0.0093\,x^2\), close to the random value. Perfect alignment, \(f=0\) or 1, gives zero.

At larger \(x\), third domains matter. The chance that no third free triangle covers a lost point is \(e^{-x}\), which suggests the estimate

\[
\delta\approx c\,x^2e^{-x},\qquad c=\frac{\langle F\rangle}{54}.
\]

It remains an estimate: a third domain can also change who blocks whom, and a point under two free triangles can be lost to both.

Simulated growth of many domains shows how well it does. The following losses, in percentage points of coverage, are for random orientations, from 24 runs with 40 domains each on average. Real and free coverage were compared for the same nuclei.

| \(x\) | Avrami coverage | simulated loss | estimate |
|---|---|---|---|
| 0.5 | 39.35 % | 0.16 ± 0.03 | 0.15 |
| 1 | 63.21 % | 0.37 ± 0.05 | 0.37 |
| 2 | 86.47 % | 0.54 ± 0.08 | 0.55 |
| 3 | 95.02 % | 0.44 ± 0.08 | 0.45 |
| 4 | 98.17 % | 0.28 ± 0.07 | 0.30 |

The estimate lies within one standard error throughout. The rows come from the same runs, so they are not five independent confirmations, and many-body corrections smaller than the errors would not show. For parallel triangles, three runs with simultaneous nucleation left a largest mean loss of 0.003 points. Three more, with births spread over the time in which simultaneous growth would reach \(x=1\), left 0.019 points. The proof gives zero for both, so I take these remainders as lattice error.

The loss is largest near \(x=2\), where \(x^2e^{-x}\) has its maximum. Relative to the bare area \(e^{-x}\), however, the estimated excess is \(c\,x^2\), which keeps growing over the range simulated. The failure shows more clearly in the last gaps than in the total coverage.

## A film in numbers

Take \(N=0.01\) nuclei per µm² (\(10^6\) per cm²) and \(v=20\) nm/s, both held fixed while orientation alone is changed. A coverage of 95 % needs \(x=\ln20=2.996\) according to Avrami, hence

\[
t=\sqrt{\frac{2.996}{3\sqrt3\,(0.01\ \mu{\rm m}^{-2})(0.020\ \mu{\rm m/s})^2}}\approx380\ {\rm s}.
\]

With random orientations the simulated loss curve raises the required \(x\) to 3.086. Since \(t\propto\sqrt x\), the time becomes 385 s. The delay is \(5.7\pm1.0\) s, or \(1.5\pm0.3\) % of the Avrami time. At the moment when the aligned film has 5 % of its surface bare, the random one has 5.4 %.

The estimate explains the size of the delay. A loss \(\delta\) must be made up at the rate \(dX/dx=e^{-x}\), so \(\Delta x\approx\delta e^{x}\approx c\,x^2\), and

\[
\frac{\Delta t}{t}\approx\frac{\Delta x}{2x}\approx\frac{c\,x}{2}
\approx\frac{0.0101\times3.0}{2}\approx1.5\,\% .
\]

Neither \(N\) nor \(v\) appears. In this model, with simultaneous nucleation, they set the clock but not the relative delay.

The parameters are meant for the rough regime of triangular monolayer dichalcogenide domains grown from vapour, with sizes of micrometres to tens of micrometres and growth times of minutes; densities and speeds vary widely between processes. Real growth breaks several assumptions, and some of the resulting shifts can rival the blocking delay. If nucleation is spread evenly over 20 s, the Avrami time itself shifts by 10 s, about half the window. A 10 % spread of edge speed from one domain to another raises the mean square speed by 1 % and shortens the time by 1.9 s through the extended area; its effect on blocking is not included. Edges also compete for atoms in narrow gaps. At the Avrami 95 % time the bare area per length of exposed edge is \(1/(6\sqrt3\,Nr)=1.27\) µm, with \(r=7.59\) µm. For an assumed surface diffusion length of 200 nm, an edge takes 10 s to cross one such length. This is a time scale for the competition, not a computed delay.

A single measured time to 95 % coverage would therefore not reveal the blocking. Because \(t\propto N^{-1/2}\), a nucleus density lower by 3 % produces the same 1.5 % delay. For estimating when such a film reaches 95 % coverage, the Avrami law is good to that level under the model's conditions; by the estimate \(cx/2\), the relative delay is larger for coverages closer to complete. As an exact statement about compact shapes it is false: two films with equal \(N\), equal \(v\) and congruent triangles cover the surface at different rates when one is aligned and the other is not. The computed values are collected in the numerical output below.

## Computed results

```
Free triangles, x = 1.5: sampled coverage 0.7792
Free triangles, x = 1.5: Avrami coverage 0.7769
Pair loss F(0 deg): growth 0.998, formula 1.000
Pair loss F(30 deg): growth 0.567, formula 0.588
Pair loss F(60 deg): growth 0.011, formula 0.000
Mean F over random orientations: 0.54778
Coefficient of x^2, random orientations: 0.01014
Coefficient of x^2, two opposite orientations: 0.00926
Simulated domains per run (mean): 40; random runs: 24
Coverage loss in percentage points (with one standard error):
 x=0.5: Avrami coverage 39.35 %
   random 0.158 +- 0.026, pair estimate 0.154
   opposite 0.163 +- 0.038, parallel 0.000
 x=1: Avrami coverage 63.21 %
   random 0.369 +- 0.045, pair estimate 0.373
   opposite 0.374 +- 0.091, parallel 0.001
 x=2: Avrami coverage 86.47 %
   random 0.540 +- 0.075, pair estimate 0.549
   opposite 0.479 +- 0.103, parallel 0.001
 x=3: Avrami coverage 95.02 %
   random 0.441 +- 0.080, pair estimate 0.455
   opposite 0.365 +- 0.091, parallel 0.002
 x=4: Avrami coverage 98.17 %
   random 0.280 +- 0.072, pair estimate 0.297
   opposite 0.213 +- 0.084, parallel 0.000
Largest parallel loss, simultaneous: 0.003 points
Largest parallel loss, spread births: 0.019 points
Largest random loss: 0.541 points at x = 2.15
Example nucleus density: 0.01 per um^2 = 1.0e+06 per cm^2
Example edge speed: 20 nm/s
Extended coverage for 95 %: Avrami 2.996, random 3.086
Free inradius at Avrami 95 % time: 7.59 um
Time to 95 %: Avrami 379.6 s, random 385.3 s
Blocking delay: 5.7 +- 1.0 s (1.49 %)
Bare area at Avrami 95 % time: 5.44 %
Neglected: 20 s nucleation window shifts by +10.0 s
Neglected: 10 % speed spread shifts by -1.9 s (extended area only)
Neglected: time to cross 200 nm diffusion length: 10.0 s
Bare area per edge length at Avrami 95 % time: 1.27 um
```
